# Symmetric resonance voltages: inverse spin Hall effect or rectification?

**The argument under review.** A permalloy/platinum strip is driven through ferromagnetic resonance, and a dc voltage is recorded along it as the static field is swept. The curve is almost purely symmetric about resonance. The argument runs: rectification of microwave current by the oscillating anisotropic resistance gives a dispersive curve, spin pumping followed by the inverse spin Hall effect (ISHE) gives a symmetric one, so the voltage is ISHE and its height yields the spin Hall angle. Three supports are offered: the voltage reverses with the field, it is proportional to microwave power, and it follows the angular law expected of ISHE.

The question is whether these observations exclude rectification. The premise about its line shape silently fixes the phase between the microwave current and the microwave field, so the calculation must keep that phase free.

**Precession and its phase.** Let $x$ run along the strip, $y$ across it in the plane, and $z$ along the film normal. The static field $B$ lies in the plane at angle $\phi$ from $x$. In-plane anisotropy is neglected, so the equilibrium magnetization direction is $\mathbf e_1=(\cos\phi,\sin\phi,0)$. With $\mathbf e_2=(-\sin\phi,\cos\phi,0)$ and $\mathbf e_3=\hat z$, a small uniform precession is $\mathbf m\simeq\mathbf e_1+u\,\mathbf e_2+w\,\mathbf e_3$. All fields are in tesla, and $M=\mu_0M_s$. The Landau–Lifshitz–Gilbert (LLG) equation is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},$$

$$\mathbf B_{\rm eff}=B\,\mathbf e_1+b_2\,\mathbf e_2+(b_3-Mw)\,\mathbf e_3 .$$

Here $b_2,b_3$ are microwave field components, and $-Mw$ is the demagnetizing field of the film. To first order the cross products give

$$\dot u=-\gamma[(B+M)w-b_3]-\alpha\dot w,$$

$$\dot w=-\gamma[b_2-Bu]+\alpha\dot u .$$

Write every oscillating quantity as the real part of an amplitude times $e^{-i\omega t}$, and set $W=\omega/\gamma$. Dividing by $\gamma$ and collecting terms,

$$(B-i\alpha W)u+iWw=b_2,$$

$$-iWu+(B+M-i\alpha W)w=b_3 .$$

The solution is

$$u=\frac{(B+M-i\alpha W)b_2-iWb_3}{\Delta},\qquad w=\frac{iWb_2+(B-i\alpha W)b_3}{\Delta},$$

$$\Delta=B(B+M)-W^2-\alpha^2W^2-i\alpha W(2B+M).$$

Resonance is at $B_r(B_r+M)=W^2$. Put $B=B_r+x$, $c=2B_r+M$ and $\Gamma=\alpha W$. The real part of $\Delta$ is then $cx+x^2-\Gamma^2$. For $|x|,\Gamma\ll c$ this leaves $\Delta\simeq c(x-i\Gamma)$, and

$$\frac1{x-i\Gamma}=\frac{x+i\Gamma}{x^2+\Gamma^2}=\frac{D+iL}{\Gamma},$$

$$L=\frac{\Gamma^2}{x^2+\Gamma^2},\qquad D=\frac{x\Gamma}{x^2+\Gamma^2}.$$

The symmetric curve $L$ and the dispersive curve $D$ are thus the two quadratures of one precession. Which one appears in a product with a current depends on the phase of that current.

**Rectification.** Let the current be $I_0\cos\omega t$ and the resistance $R_\perp+\Delta R\,m_x^2$. Since $m_x=\cos\phi-u\sin\phi$ to first order, the oscillating part of $m_x^2$ is $-u\sin2\phi$. The time average of $\cos\omega t$ with ${\rm Re}(u\,e^{-i\omega t})$ is $\tfrac12{\rm Re}\,u$, so

$$V_{\rm rect}=-\tfrac12I_0\Delta R\,\sin2\phi\;{\rm Re}\,u .$$

Take the drive in the plane and across the strip, $b_y(t)=b\cos(\omega t-\psi)$, so that the field lags the current by $\psi$. Its component along $\mathbf e_2$ has amplitude $b_2=b\cos\phi\,e^{i\psi}$. With ${\rm Re}[e^{i\psi}(D+iL)]=D\cos\psi-L\sin\psi$ and $\sin2\phi=2\sin\phi\cos\phi$,

$$V_{\rm rect}=Q\sin\phi\cos^2\phi\,(L\sin\psi-D\cos\psi),$$

$$Q=I_0\Delta R\,\frac{B_r+M}{c}\,\frac b\Gamma .$$

The premise of the argument holds at $\psi=0$ or $180^\circ$. At $\psi=\pm90^\circ$ it fails completely within this near-resonance result: rectification is symmetric, with either sign.

**Spin pumping.** The precession emits a dc spin current polarized along $\mathbf e_1$, proportional to the mean of $(\mathbf m\times\dot{\mathbf m})\cdot\mathbf e_1=u\dot w-w\dot u$. Each of the two terms averages to $\tfrac12\omega\,{\rm Im}(u^*w)$, so the mean is $\omega\,{\rm Im}(u^*w)$. For $b_3=0$ the solution above gives

$$\omega\,{\rm Im}(u^*w)=\frac{\omega W(B+M)|b_2|^2}{|\Delta|^2}\simeq\frac{\omega W(B_r+M)\,b^2\cos^2\phi}{c^2\Gamma^2}\,L .$$

Multiplying by $eg/2\pi$, where $g$ is the effective mixing conductance per area with backflow included, turns this into an interface spin current density $j_0$ in charge units. In platinum of thickness $t_N$ and spin diffusion length $\lambda$, the spin current vanishes at the outer surface and decays as $j_0\sinh[(t_N-z)/\lambda]/\sinh(t_N/\lambda)$, with $z$ measured from the interface. Its integral is

$$j_0\lambda\,\frac{\cosh(t_N/\lambda)-1}{\sinh(t_N/\lambda)}=j_0\lambda\tanh\frac{t_N}{2\lambda}.$$

The spin Hall angle $\theta$ converts this to a sheet charge current. Its part along $x$ comes from the spin polarization along $y$ and carries a factor $\sin\phi$. In open circuit an electric field cancels it through the sheet conductance $G$ of both metals. For length $\ell$,

$$V_{\rm ISHE}=K\sin\phi\cos^2\phi\,L,$$

$$K=\frac{\ell\,\theta\lambda}{G}\tanh\!\Big(\frac{t_N}{2\lambda}\Big)\,\frac{eg}{2\pi}\,\frac{\omega W(B_r+M)b^2}{c^2\Gamma^2}.$$

The sign of $K$ depends on the stacking order and on the sign of $\theta$; it is taken positive here.

**What the observations determine.** The total voltage is

$$V=\sin\phi\cos^2\phi\,\big[(K+Q\sin\psi)L-Q\cos\psi\,D\big].$$

Each support now fails for this drive. Both contributions have the angular factor $\sin\phi\cos^2\phi$, which changes sign under $\phi\to\phi+180^\circ$, so neither the angular law nor field reversal distinguishes them. If current and field come from one source, with fixed ratio and phase, then $K\propto b^2$ and $Q\propto I_0b$ are both proportional to power. A vanishing dispersive part shows that $Q\cos\psi$ is small, which does not bound $Q\sin\psi$.

One spectrum supplies two numbers, while $K$, $Q$ and $\psi$ are three unknowns. Assigning the whole symmetric part to ISHE, with all other parameters correct, returns

$$\theta_{\rm app}=\theta\Big(1+\frac QK\sin\psi\Big).$$

**The size of the error.** Consider a strip of 10 nm permalloy and 10 nm platinum on oxidized silicon, 400 µm long and 10 µm wide, at 9.0 GHz. The rough room-temperature parameters are $M=1.0$ T, $g$-factor 2.1, $\alpha=0.012$, resistivities 45 and 25 µΩ cm, a permalloy resistance anisotropy of 1.5 percent, $\theta=0.08$, $\lambda=1.5$ nm and $g=2\times10^{19}$ m$^{-2}$. The drive is $b=0.050$ mT, and a stray current of peak value $I_0=20$ µA flows in the strip.

These give $W=306.2$ mT, $B_r=86.3$ mT and $\Gamma=0.012\times306.2=3.67$ mT. The two layers in parallel have $G=0.0622$ S. Raising the permalloy resistivity by 1.5 percent changes the strip resistance of 643 Ω by $\Delta R=3.41$ Ω. With $c=1173$ mT,

$$\frac{B_r+M}{c}\frac b\Gamma=\frac{1086}{1173}\times\frac{0.050}{3.67}=0.0126,$$

$$Q=20\ \mu{\rm A}\times3.41\ \Omega\times0.0126=0.86\ \mu{\rm V}.$$

For ISHE, the mean of $(\mathbf m\times\dot{\mathbf m})\cdot\mathbf e_1$ at resonance, without its factor $\cos^2\phi$, is

$$\omega\,\frac{W}{B_r+M}(0.0126)^2=2.5\times10^6\ {\rm s^{-1}}.$$

Multiplication by $eg/2\pi=0.51$ C/m² gives $j_0=1.3\times10^6$ A/m². The diffusion factor is $\lambda\tanh(t_N/2\lambda)=1.496$ nm, and the formula for $K$ then gives 0.99 µV. Hence $Q/K=0.865$, and a stray current of 23 µA would make the two amplitudes equal.

The voltages in the following table do not use the linearized solution; only their conversion to $\theta_{\rm app}$ uses the formula for $K$. The full nonlinear LLG equation was integrated in time by a fourth-order Runge–Kutta method at 31 static fields within $6\Gamma$ of resonance. Both voltages were averaged over the last of 120 periods, and their sum was fitted by $L$, $D$ and a constant. At $\phi=45^\circ$:

| $\psi$ | symmetric (µV) | dispersive (µV) | $\theta_{\rm app}$ |
|---:|---:|---:|---:|
| −90° | 0.047 | −0.001 | 0.011 |
| −30° | 0.199 | −0.264 | 0.045 |
| 0° | 0.351 | −0.305 | 0.080 |
| 30° | 0.503 | −0.264 | 0.115 |
| 90° | 0.655 | −0.001 | 0.149 |

The first and last rows are the two nearly symmetric spectra. They come from the same strip with the same spin Hall angle, yet the inferred angles differ by a factor of about 14, and neither is right. The central row has a large dispersive part and gives the correct angle. With more than 23 µA at $\psi=-90^\circ$, even the inferred sign would be wrong. The residual $-0.001$ µV has the same sign at $\pm90^\circ$, whereas rectification reverses between these phases. To the digits shown it therefore belongs to the ISHE curve, whose prefactor varies slightly with field.

The same integration at 20°, 45°, 70°, 135° and 225° gives a ratio of symmetric rectification to ISHE of 0.865 each time, for $\psi=90^\circ$.

**Measurements that can separate them.** The first route varies the phase. Let $S$ and $A$ be the symmetric and dispersive amplitudes divided by $\sin\phi\cos^2\phi$. Then $S=K+Q\sin\psi$ and $A=-Q\cos\psi$, so

$$(S-K)^2+A^2=Q^2 .$$

If $\psi$ is changed while $b$, $I_0$ and the field direction stay fixed, the points lie on a circle whose centre gives $K$. If a transverse current is also present, its phase must shift together with that of the longitudinal current; a part that stays locked to the microwave field can displace the centre.

The second route uses an out-of-plane drive, $b_3=b\,e^{i\psi}$ and $b_2=0$. Then $u=-iWb\,e^{i\psi}(D+iL)/(c\Gamma)$. Since $-i(D+iL)=L-iD$,

$$V_{\rm rect}=-\frac{I_0\Delta R\,Wb}{2c\Gamma}\sin2\phi\,(L\cos\psi+D\sin\psi).$$

Now rectification is symmetric when current and field are in phase, so the phase rule has been exchanged. For this drive ${\rm Im}(u^*w)=WBb^2/|\Delta|^2$, and $V_{\rm ISHE}=K\,[B_r/(B_r+M)]\sin\phi\,L$. Because the prefactor is proportional to $B$, this pure $L$ needs $\Gamma\ll B_r$, not only $\Gamma\ll c$; in the example a dispersive part of 3.6 percent of the symmetric height remains. Under field reversal $\sin2\phi$ is even and $\sin\phi$ is odd, so half the difference of the two spectra removes this rectification and keeps ISHE. This needs a drive without an appreciable in-plane component. A component along $y$ gives rectification that is odd under field reversal, as found above, and so does one along $x$, as the third route shows, except at angles where its angular factor vanishes. The demand is strict because the ISHE voltage is small for this drive: at 45°, a field along $y$ of only 2 percent of $b$ changes the half difference by up to about 11 percent. At 45° and $\psi=0$ the integration gives $-0.121$ µV of rectification and 0.056 µV of ISHE: here the larger symmetric signal is the rectified one.

The third route drives along the strip. Then $b_2=-b\sin\phi\,e^{i\psi}$, and

$$V_{\rm rect}=Q\sin^2\phi\cos\phi\,(D\cos\psi-L\sin\psi),$$

$$V_{\rm ISHE}=K\sin^3\phi\,L .$$

At $\phi=90^\circ$ this rectification vanishes while ISHE has its full amplitude, 0.99 µV in the example. An additional out-of-plane field component of 10 percent would change that amplitude by up to about 6 percent, depending on its phase.

That remedy assumes a current along $x$. A transverse current density $J_y$ produces a planar Hall field along $x$ proportional to $J_ym_xm_y$, and the first-order change of $m_xm_y$ is $u\cos2\phi$, which survives at 90°. If the transverse sheet current density equals that of the 20 µA longitudinal current, and the field lags it by 90°, the symmetric contribution is $-Q/2=-0.43$ µV. The inferred $\theta$ would fall from 0.080 to about 0.045.

A full angular scan does not necessarily repair this. The planar Hall term varies as $\sin\phi\cos2\phi=\sin\phi-2\sin^3\phi$. The anomalous Hall field, proportional to $J_yw$, varies as $\sin\phi$. If both have unknown amplitudes, their symmetric parts can combine into a pure $\sin^3\phi$ term, which a scan of the symmetric part alone cannot tell from ISHE. The dispersive part gives a warning: $u$ and $w$ are in quadrature, so for a single phase of $J_y$ the two Hall terms then also leave a dispersive signal containing $\sin\phi$ and $\sin^3\phi$, which neither ISHE nor the longitudinal current produces near resonance. The two dispersive coefficients then fix the size of the false $\sin^3\phi$ term, though not its sign. The false term is twice the symmetric part of the anomalous Hall signal, so a bound on the full anomalous Hall amplitude also bounds the error.

**Comparison with a real strip.** The material parameters are rough values for permalloy/platinum films. The spin Hall angle and the diffusion length of platinum vary considerably between films and methods of analysis. The stray current is a chosen value: it depends on the strip's contacts and its coupling to the microwave line, and must be determined for each device. So must its phase, since a path difference of 8.3 mm, a quarter wavelength in vacuum at 9 GHz, already shifts it by 90°. A known, uniform current phase is therefore an assumption that needs its own test. In the example, moving $\psi$ from 0 to 90° at fixed amplitudes changes the inferred angle from 0.080 to 0.149.

The following effects are smaller for these numbers. The neglected shape anisotropy across the strip is 0.6 mT at its centre and 2.7 mT averaged over the width, to be compared with $\Gamma=3.67$ mT. Treated as a uniform field of the larger size, it shifts the resonance by $-1.7$ mT at 20° and $+2.2$ mT at 70°, and moves the ISHE height from the angular law by $-2$ and $+5$ percent, while the ratio of rectification to ISHE stays within 0.003 of 0.865. At 45°, the Oersted field of the strip's own platinum current, 0.81 µT, adds a dispersive rectified curve whose coefficient of $D$ is 1.4 percent of the ISHE voltage; this curve leaves the symmetric height unchanged. The spin Hall torque of that current is equivalent to an out-of-plane field of at most $0.43\cos\phi$ µT, the value for a fully transparent interface, and adds at most about 0.2 percent. Both fields also interfere with the drive. Since the ISHE voltage is quadratic in the precession amplitude, it changes by up to about $2\times0.81/50=3.2$ percent and $2\,[W/(B_r+M)]\times0.43/50=0.5$ percent respectively, depending on the phase. This distorts the circle of the first route: its fitted centre stays within 0.3 percent of $K$ for a full turn of $\psi$, but is off by about 3 percent for an arc from 0 to 100°. These estimates are for the drive across the strip and rest on the small stray current. For the out-of-plane drive the ISHE voltage is smaller, and at 45° the same two added voltages, which are odd under field reversal, reach 8.8 percent (dispersive) and at most 1.3 percent (symmetric) of it. For that drive the interference of the Oersted field changes a single spectrum by up to 8 percent, but it is even under field reversal and cancels in the half difference. The two added rectified voltages grow as $I_0^2$, so they cannot be dropped when the strip current itself is the main drive. The precessing magnetization also induces a current in the platinum, about 0.7 µA in short circuit at 45°, which stays locked to the microwave field. It is in quadrature with $u$ and averages out for a resistive circuit; a reactive load could turn it into a rectified voltage of up to about 1.5 percent of the ISHE voltage.

At 45°, resonant heating absorbs about 71 W/m². With an assumed Nernst coefficient of 1 µV/K and thermal conductivity of 20 W/(m K), and all the heat crossing the permalloy, the Nernst voltage is at most 0.4 percent of the ISHE voltage; the angular factor $\sin\phi$ and the shunting by platinum reduce it further.

**Assessment.** The reported data are compatible with ISHE, but they do not establish it or fix its size. The spin Hall angle should be withheld until rectification has been separated from ISHE. Varying the phase at fixed amplitudes can do this if all currents in the strip shift together relative to the microwave field. Changing the drive direction can do it if the disturbing part is shown to be small: the transverse current and the out-of-plane field component for a drive along the strip, the in-plane field component for an out-of-plane drive.
